# Cost of pair augmentation in ultrasoft exact exchange versus norm-conserving potentials

## Problem

A cubic periodic cell holds $N$ atoms of volume $\Omega_{\rm at}$ each, $\Omega=N\Omega_{\rm at}$. The exact-exchange operator is applied to all $N_o$ occupied orbitals of one spin, at one k-point, with complex orbitals. The ultrasoft (US) calculation has wavefunction cutoff $E_{\rm US}$, density cutoff $E_\rho>4E_{\rm US}$, $n$ projectors per atom and augmentation radius $r_c$. The norm-conserving (NC) calculation has the same $N_o$ and a higher cutoff $E_{\rm NC}$.

(a) Count the floating-point operations per ordered pair $(i,j)$ for NC, and for US with the augmentation done in reciprocal space and in real space.

(b) Find the cell size, and the NC cutoff, at which the costs are equal.

(c) Decide whether the cost of pairwise augmentation is forced by the ultrasoft form of the operator.

(d) Evaluate for the round parameters $\Omega_{\rm at}=12$ Å$^3$, $r_c=1.2$ Å, $E_{\rm US}=400$ eV, $E_\rho=4000$ eV, $E_{\rm NC}=1200$ eV, with $n=18$ (two channels each of s, p, d; 8 orbitals per atom) and $n=8$ (two each of s, p; 4 orbitals per atom).

## The operator

Atomic units are used in the algebra. With projections $b_{iIa}=\langle\beta_{Ia}|\psi_i\rangle$ and real, symmetric augmentation functions $Q^I_{ab}$ on atom $I$,

$$\rho_{ij}=\psi_i^*\psi_j+\sum_{I,ab}Q^I_{ab}\,b^*_{iIa}b_{jIb},\qquad E_x=-\tfrac12\sum_{ij}\int v_{ij}\,\rho_{ji},$$

where $v_{ij}$ is the potential of $\rho_{ij}$ for a real, symmetric kernel with Fourier transform $K(G)$, either screened or bare with a finite value assigned at $G=0$, where the bare transform diverges. In the term $(i,k)$ of the sum, $\psi_j^*$ occurs in $\rho_{ik}$ when $i=j$ and in $\rho_{ki}$ when $k=j$. The kernel is symmetric, so the two contributions are equal and cancel the $\tfrac12$, leaving $\delta E_x=-\sum_i\int v_{ij}\,\delta\rho_{ji}$. Since $\delta b^*_{jIa}=\langle\delta\psi_j|\beta_{Ia}\rangle$,

$$V_x\psi_j=-\sum_i\Big[v_{ij}\psi_i+\sum_{I,ab}\beta_{Ia}\,b_{iIb}\,D^{I}_{ab}\Big],\qquad D^I_{ab}=\int Q^I_{ab}\,v_{ij}.$$

Evaluated pair by pair, each of the $n_q=n(n+1)/2$ distinct $Q$ of each atom is added once to $\rho_{ij}$ and integrated once against $v_{ij}$, $N_o^2$ times in all. A semilocal functional needs this once, because it depends on the single density $\sum_i\rho_{ii}$.

The dense cutoff matters because $\psi_i^*\psi_j$ has no component beyond $2G_w$, $G_w=\sqrt{2E_{\rm US}}$, while $Q$ has. Cutting at $2G_w$ drops $-\tfrac12\Omega\sum_{ij}\sum_{G>2G_w}K|\rho_{ij,G}|^2$, a purely augmentation term of one sign for $K>0$. In two toy cells with Gaussian $Q$ it was $3.4\times10^{-4}$ and $1.1\times10^{-3}$ of $E_x$. These values are set by the chosen width and amplitude of $Q$: for $Q\propto e^{-r^2/\sigma^2}$ the dropped weight falls as $e^{-\sigma^2G^2/2}$ and changes by orders of magnitude with $\sigma$. They are not estimates for real potentials.

## (a) Operation counts

Real flops are counted. A complex product costs 6, real times complex 2, a complex sum 2. A radix-2 butterfly is one product and two sums, 10 flops, and there are $N_g/2$ of them in each of $\log_2N_g$ stages, so an FFT costs $5N_g\log_2N_g$. This is the conventional count. It charges trivial twiddle factors in full and is applied here to any $N_g$. Conjugation, indexing and stored tables are free, and normalisation factors are folded into the tables. Matrix products can run at a higher flop rate than FFTs if pairs are batched so that a table is reused. Their flops are therefore divided by a factor $\eta$, a chosen parameter that is not measured here.

**Grids.** A sphere of radius $G$ spans $2G/(2\pi/L)=GL/\pi$ lattice steps, so it needs $N_g=\Omega G^3/\pi^3$ points and holds $M=\frac{4\pi}{3}G^3\Omega/(2\pi)^3=\frac{\pi}{6}N_g$ vectors. With $G=\sqrt{2E}$ and $E=4E_{\rm US}$, $4E_{\rm NC}$, $E_\rho$,

$$N_s=\nu N,\quad \nu=\Omega_{\rm at}\Big(\frac{2G_w}{\pi}\Big)^3,\quad N_{\rm NC}=\xi N_s,\quad N_d=\delta N_s,$$

$$\xi=\Big(\frac{E_{\rm NC}}{E_{\rm US}}\Big)^{3/2},\qquad \delta=\Big(\frac{E_\rho}{4E_{\rm US}}\Big)^{3/2}.$$

The augmentation spheres contain $fN_d$ points in total, $f=4\pi r_c^3/3\Omega_{\rm at}$, where a point shared by overlapping spheres counts once for each. With the parameters of part (d) the sphere at $N=1$ slightly overlaps its periodic images. In larger cells overlap depends on the structure: the nearest distance is below $2r_c=2.4$ Å for simple cubic (2.29 Å) and diamond (1.98 Å), and above it for bcc (2.50 Å) and fcc (2.57 Å).

**Norm-conserving.** The product $\psi_i^*\psi_j$ costs $6N_g$, two FFTs $10N_g\log_2N_g$, the real kernel $2M$, and accumulating $v_{ij}\psi_i$ costs $(6+2)N_g$. Define $c(N_g)=N_g(10\log_2N_g+14)+2M$. With $\alpha=10/\ln2$ and $\kappa=14+\pi/3$,

$$c(N_g)=N_g(\alpha\ln N_g+\kappa),\qquad C_{\rm NC}=c(N_{\rm NC}).$$

**Reciprocal-space augmentation.** No dense FFT is needed. The soft product fits the soft grid. In $v_{ij}\psi_i$, a component $\mathbf G$ inside the wavefunction sphere comes from $\mathbf G'+\mathbf G''$ with $G''<G_w$, hence $G'<2G_w$, so $v_{ij}$ may be cut to the soft sphere. The product then reaches $3G_w$, and the grid period $4G_w$ folds it to beyond $G_w$, outside the sphere that is kept. The FFT part is $N_s(10\log_2N_s+14)$ and the kernel costs $2M_d$.

$Q_{ab}$ is real with parity $(-1)^{l_a+l_b}$, so its transform is real or imaginary: $Q_{ab}(\mathbf G)=(-i)^{l_a+l_b}R_{ab}(\mathbf G)$ with $R$ real. The phase goes into the coefficients $c_q$. Per atom, $\sum_qc_qR_q(\mathbf G)$ is a real-times-complex multiply-add, $4n_qM_d$. Multiplying by $e^{-i\mathbf G\cdot\mathbf R_I}$ and adding costs $8M_d$. For the integrals,

$$D^I_{ab}=\sum_{\mathbf G}v_{\mathbf G}\big[Q_{ab}(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}\big]^*$$

costs $6M_d$ for the structure factor and $4n_qM_d$ for the sums. The grid-independent work per atom is the outer product $b^*_ab_b$ ($6n^2$), its symmetrisation ($2n_q$), two weight factors ($12n_q$), the product $Db$ ($8n^2$) and its accumulation ($2n$), so $s=14n^2+14n_q+2n$, which is left undivided by $\eta$. Then

$$C_G=N_s(10\log_2N_s+14)+2M_d+N\Big[\Big(\frac{8n_q}{\eta}+14\Big)M_d+s\Big].$$

Every atom touches every $\mathbf G$, and $M_d\propto N$, so $C_G\propto N^2$ and the total $N_o^2C_G\propto N^4$ at large $N$.

**Real-space augmentation.** Now $Q$ is added on the dense grid, so both FFTs are dense and the NC steps cost $c(N_d)$. Each point inside a sphere costs $4n_q$ to form $\sum_qc_qQ_q$, 2 to add it and $4n_q$ for $D$:

$$C_R=c(N_d)+fN_d\Big(\frac{8n_q}{\eta}+2\Big)+Ns.$$

This is $N\ln N$ per pair, the same scaling as NC.

**Angular coupling.** For a pair of radial channels the products $Y_{l_a}Y_{l_b}$ span $L=|l_a-l_b|,|l_a-l_b|+2,\dots,l_a+l_b$, of dimension $\sum_L(2L+1)$. If the radial factors of different channel pairs are independent, $n=18$ gives $3\cdot1$ (ss) $+4\cdot3$ (sp) $+4\cdot5$ (sd) $+3\cdot6$ (pp) $+4\cdot10$ (pd) $+3\cdot15$ (dd) $=138$ functions in place of 171, and $n=8$ gives $3+12+18=33$ in place of 36. The scaling with $N$ is unchanged.

## (b) Crossovers

**Reciprocal route.** Dividing by $N_s=\nu N$ and using $M_d=\frac\pi6\delta N_s$,

$$\frac{C_G}{N_s}=\alpha\ln\nu N+14+\frac{\pi\delta}{3}+\frac{s}{\nu}+AN,\qquad \frac{C_{\rm NC}}{N_s}=\xi(\alpha\ln\xi\nu N+\kappa),$$

with $A=\frac\pi6\delta(8n_q/\eta+14)$. Equating them and separating $\ln N$ gives $AN=B+C\ln N$, where

$$C=\alpha(\xi-1),\qquad B=\xi(\alpha\ln\xi\nu+\kappa)-\alpha\ln\nu-14-\frac{\pi\delta}3-\frac s\nu .$$

For $\xi>1$, dividing by $C$ and exponentiating gives $Ne^{-AN/C}=e^{-B/C}$. Multiplying by $-A/C$ and setting $u=-AN/C$ gives $ue^u=-(A/C)e^{-B/C}$, the equation of the Lambert function. If the right side lies below $-1/e$ there is no root and US is slower at all $N$. If it lies above $-1/e$ there are two roots, which merge at $-1/e$. The branch $W_0$ gives $N\approx e^{-B/C}$, far below one atom when $B/C\approx11$ as in part (d). The branch $W_{-1}$ gives

$$N_G=-\frac CA\,W_{-1}\!\Big(-\frac AC\,e^{-B/C}\Big).$$

The convex function $AN-B-C\ln N$ is positive beyond its larger root, so US is slower for all $N>N_G$. Raising $E_{\rm NC}$ postpones this but cannot remove it, since $AN$ outgrows $C\ln N$.

**Real-space route.** Write $a=f(8n_q/\eta+2)$. Then $C_R/N_s=\delta(\alpha\ln\delta\nu N+\kappa+a)+s/\nu$, and equality with $C_{\rm NC}/N_s$ is linear in $\ln N$:

$$\ln N_R=\frac{\delta(\alpha\ln\delta\nu+\kappa+a)+s/\nu-\xi(\alpha\ln\xi\nu+\kappa)}{\alpha(\xi-\delta)} .$$

For $\xi>\delta$ the NC cost has the larger slope in $\ln N$, so the direction is reversed: US is slower below $N_R$, and $C_R/C_{\rm NC}$ tends to $\delta/\xi$ logarithmically. For $\delta\ge\xi$, that is $E_\rho\ge4E_{\rm NC}$, $c(N_d)\ge c(N_{\rm NC})$ because $c$ increases, and the positive augmentation term makes US slower at every size.

**Break-even cutoff.** For any US cost per pair $C_{\rm US}$, solve $y(\alpha\ln y+\kappa)=C_{\rm US}$ for the NC grid size $y$. With $z=ye^{\kappa/\alpha}$ the bracket is $\alpha\ln z$, so $z\ln z=(C_{\rm US}/\alpha)e^{\kappa/\alpha}$ and $\ln z=W_0$ of the right side. Then $y=C_{\rm US}/(\alpha\ln z)$, and

$$E^*_{\rm NC}=E_{\rm US}\Big(\frac{y}{N_s}\Big)^{2/3},\qquad y=\frac{C_{\rm US}}{\alpha\,W_0\big[(C_{\rm US}/\alpha)e^{\kappa/\alpha}\big]} .$$

NC is cheaper whenever it converges below $E^*_{\rm NC}$. The NC cutoff enters through its grid alone, so if the NC pair densities are put on a smaller grid that just holds a sphere of cutoff $E_F$ with $E_{\rm NC}\le E_F<4E_{\rm NC}$ (below $E_{\rm NC}$ the grid no longer holds the orbitals), then $E_F/4$ replaces $E_{\rm NC}$ in the cost formulas. The saving has a price in accuracy: pair-density components beyond the reduced sphere are dropped or can fold back into it, and the product $v_{ij}\psi_i$ can fold into the wavefunction sphere that is kept. These errors are not estimated here.

## (c) Summing over $i$ first

Split $v_{ij}=v^s_{ij}+\sum_{J,ce}w^J_{ce}\,b^*_{iJc}b_{jJe}$, where $v^s_{ij}$ is the potential of $\psi_i^*\psi_j$ and $w^J_{ce}$ the potential of $Q^J_{ce}$, real, symmetric in $c,e$ and independent of the orbitals. Define

$$\phi_{Jc}=\sum_ib^*_{iJc}\psi_i,\qquad \chi_{Je}=\sum_cw^J_{ce}\phi_{Jc},\qquad P_{Ib,Jc}=\sum_ib_{iIb}b^*_{iJc},$$

and $U^{IJ}_{ab,ce}=\int Q^I_{ab}w^J_{ce}$. The operator has four terms.

1. $-\sum_iv^s_{ij}\psi_i$ is the NC algorithm on the soft grid.
2. $-\sum_i\sum_{J,ce}w^J_{ce}b^*_{iJc}b_{jJe}\psi_i=-\sum_{Je}b_{jJe}\chi_{Je}$, because $i$ occurs in $b^*_{iJc}\psi_i$ alone.
3. By the symmetry of the kernel $\int Q^I_{ab}v^s_{ij}=\int w^I_{ab}\psi_i^*\psi_j$, and $\sum_ib_{iIb}\psi_i^*=\phi^*_{Ib}$, so the term is $-\sum_{Ia}\beta_{Ia}\langle\chi_{Ia}|\psi_j\rangle$.
4. The rest is $-\sum_{Ia}\beta_{Ia}\sum_{Je}\mathcal K_{Ia,Je}b_{jJe}$ with $\mathcal K_{Ia,Je}=\sum_{bc}U^{IJ}_{ab,ce}P_{Ib,Jc}$.

In terms 2 and 3, $w$ stands between two wavefunction-sphere functions, so its components below $2G_w$ suffice, as for $v_{ij}$ above. The dense sphere enters $U$ alone.

Building $\phi$, term 2 and term 3 are complex matrix products of $8nNN_oN_s$ each, with $2N_oN_s$ to add term 2. Regenerating each $w$ from a stored real table costs $2M_s+5N_s\log_2N_s$, $Nn_q$ times. The $\chi$ need $n^2$ real-times-complex multiply-adds per atom, $4n^2NN_s$. $P$ and $\mathcal Kb$ cost $8N_o(nN)^2$ each, $\mathcal K$ costs $4n^4$ per atom pair, and scaling and adding the coefficients $4nNN_o$. The total for all pairs is

$$C_F=N_o^2c(N_s)+\frac{24nNN_oN_s+16N_o(nN)^2+4n^4N^2}{\eta}+Nn_q(2M_s+5N_s\log_2N_s)+4n^2NN_s+2N_oN_s+4nNN_o .$$

No term grows faster than the soft FFT term. At large $N$ the addition per pair and per soft point tends to the constant $24nN/(\eta N_o)+16n^2N/(\eta\nu N_o)$, whose first part dominates (54 against 0.2 for $n=18$, $\eta=1$), so the ratio to NC tends to $1/\xi$ logarithmically. In small cells regenerating $w$ can cost more than this. The cost of pairwise augmentation thus belongs to the order of summation and is not forced by the operator. The price is storage of $\phi$ and $\chi$, each $nN/N_o$ times the orbitals on the soft grid, and of $U$, $n_q^2N^2$ reals. Building $U$ by plain sums over the dense sphere for all ordered atom pairs costs $N^2(4n_q^2+2n_q)M_d$ per geometry, an upper bound because $U^{JI}$ is the transpose of $U^{IJ}$.

## (d) Numbers

The sphere radii are 20.49 (soft), 32.40 (dense) and 35.49 Å$^{-1}$ (NC). Then $\nu=12(20.49/\pi)^3\approx3.33\times10^3$ (3331 before rounding the radius), $\xi=3^{3/2}=5.196$, $\delta=2.5^{3/2}=3.953$, $f=0.603$, $\alpha=14.427$, $\kappa=15.047$. Per atom $N_d=13165$ and $N_{\rm NC}=17306$. For $n=18$, $s=6966$ and $s/\nu=2.1$.

At $N=1$, $\alpha\ln17306+\kappa=140.8+15.0=155.8$, so $C_{\rm NC}=17306\times155.8=2.70$ Mflop, or $5.196\times155.84=809.7$ flop per soft point.

Reciprocal route, $n=18$: $B=809.7-117.0-14-4.1-2.1=672.5$ and $C=14.427\times4.196=60.5$. For $\eta=1$, $A=\frac\pi6(3.953)(1368+14)=2860$ and $N_G=0.20$: US is already slower for one atom. For $\eta=10$, $A=\frac\pi6(3.953)(136.8+14)=312.1$ and $N_G=2.32$, for which $AN_G=724$ agrees with $672.5+60.5\ln2.32=723$ to rounding. At $N=16$, $\eta=1$, the term $AN=45\,800$ dwarfs the other terms, $157+14+4+2=177$, while NC costs $5.196\times195.8=1018$, a ratio of 45.

Real-space route, $n=18$: $\alpha\ln13165+\kappa=151.9$. For $\eta=1$, $a=0.603\times1370=826$, more than five times the FFT part, and at $N=1$ the ratio is $[3.953(151.9+826)+2]/809.7=4.8$. For $\eta=10$, $a=0.603\times138.8=83.7$, the numerator of $\ln N_R$ is $3.953\times235.6+2.1-809.7=123.7$, the denominator is $14.427\times1.243=17.9$, and $\ln N_R=6.9$, about $10^3$ atoms.

Break-even, $n=18$, $\eta=1$, $N=16$, real-space route: $C_R=3.96\times54.23=215$ Mflop. The root is $y\approx1.00\times10^6$, since $y(199.3+15.0)=215$ Mflop to rounding, and $E^*_{\rm NC}=400\,[1.00\times10^6/(16\times3331)]^{2/3}\approx2800$ eV, about 104 hartree.

Factorised route, same case, per pair and soft point, with $N_o=128$: the soft FFT term gives $157.0+15.0=172$, the three large products $24\times18/8=54$, regenerating $w$ gives $16\times171\times(1.0+78.5)/128^2=13$, and the rest is under 2. The sum 241 against 1018 is 0.24.

Crossover sizes and break-even cutoffs (eV, at $N=16$):

| $n$ | $\eta$ | $N_G$ | $\log_{10}N_R$ | $E^*_G$ | $E^*_R$ | $E^*_F$ |
|---|---|---|---|---|---|---|
| 18 | 1 | 0.20 | 74 | 13000 | 2800 | 490 |
| 18 | 10 | 2.3 | 3.0 | 3300 | 1250 | 430 |
| 8 | 1 | 1.1 | 12 | 5000 | 1500 | 480 |
| 8 | 10 | 9.1 | −3.3 | 1600 | 1060 | 420 |

US cost divided by NC cost at $E_{\rm NC}=1200$ eV, for $N=1$, 16, 128:

| $n$ | $\eta$ | reciprocal | real space | factorised |
|---|---|---|---|---|
| 18 | 1 | 3.7, 45, 310 | 4.8, 4.0, 3.5 | 0.45, 0.24, 0.22 |
| 18 | 10 | 0.55, 5.1, 34 | 1.15, 1.07, 1.03 | 0.39, 0.19, 0.18 |
| 8 | 1 | 0.94, 10, 68 | 1.6, 1.4, 1.3 | 0.41, 0.23, 0.21 |
| 8 | 10 | 0.28, 1.6, 9.8 | 0.83, 0.82, 0.81 | 0.35, 0.19, 0.18 |

In this model, with continuous grid sizes, the reciprocal route loses to NC beyond at most about nine atoms in all four cases, although at one atom it is cheaper than the real-space route. The real-space ratio depends weakly on size, so its outcome is set by $n_q$, $f$, $\eta$ and $\delta/\xi=0.761$. At $\eta=1$ the values of $N_R$ are out of reach, and the real-space route is slower than NC in any cell that could be run. For $n=18$, $\eta=10$ the real-space route costs 1.15, 1.07 and 1.03 times NC at the three sizes. There $N_R$ should not be read as a prediction, since one extra flop per dense point shifts $\ln N_R$ by $\delta/17.9=0.22$, and using 138 functions in place of 171 lowers $N_R$ from about $10^3$ to about 30 atoms. The safe reading is that the two costs are comparable: with grid sides rounded up to products of 2, 3 and 5 the ratio scatters between 0.78 and 1.47 over $N=1$ to 128. A negative $\log_{10}N_R$ means that US is faster from one atom on for continuous grid sizes. On the rounded grids the $n=8$, $\eta=10$ ratio lies between 0.61 and 1.10 and exceeds 1 at 9 of the sizes $N=1$ to 128. Angular coupling lowers the $n=18$, $\eta=1$, $N=16$ ratios from 45 to 37 and from 4.0 to 3.3, not counting the coupling step itself. For that cell one application costs 0.89 Tflop (NC), 40 (reciprocal), 3.5 (real space) and 0.21 (factorised), and building $U$ costs at most 3.7 NC applications per geometry. The factorised ratios and $E^*_F$ leave this out. At that bound the factorised route overtakes NC after $3.7/(1-0.24)\approx5$ applications per geometry.

The numerical check below runs all four algorithms on toy cells with arrays that tally each operation. It asserts that the tallies equal the formulas, that each operator reproduces $E_x$ from its definition on a finer grid to $10^{-6}$ and its finite-difference derivative to $10^{-5}$ (both relative), and that the closed forms agree with root finding. Lattice counts gave $M_d=110483$ against 110295 and 7939 sphere points against 7941.

A scan with integer grids finds the first size at which the reciprocal route is slower to be $N=1$, 3, 1, 9 for the four rows. The first two equal $\lceil N_G\rceil$, and the last two are one atom lower. The scan differs from the formulas in using integer grid sides and counted $M$, and $N_G=1.09$ and 9.12 lie just above integers, where the costs are nearly equal (ratio 0.94 at $N=1$ in the third row). For $n=8$ the assertion accordingly allows one atom. The result depends on the grid rule: with sides rounded up to products of 2, 3 and 5 the first slower sizes are 1, 3, 1, 11, so $N_G$ should be read to no better than one or two atoms.

## Limits of the estimate

Flops weighted by one factor $\eta$ are not wall time, since memory traffic and parallel communication are not counted. The numbers also depend on the FFT count. A split-radix transform of a cubic grid needs $4N_g\log_2N_g-18N_g+24N_g^{2/3}$ flops, 43 per point against 75 on $32^3$. With it the four $N_G$ become 0.11, 1.3, 0.61 and 5.5, and the $n=18$, $\eta=10$ real-space ratios become 1.42, 1.26 and 1.18, while the factorised ratios move by at most 0.04. The cutoffs are inputs: whether 1200 eV NC and 400/4000 eV US reach the same accuracy is not examined. If the two potentials have different valence counts, the total ratio of either pairwise route acquires the factor $(N_o^{\rm US}/N_o^{\rm NC})^2$. The factorised cost is not proportional to $N_o^2$, so $C_F$ must be evaluated anew with $N_o^{\rm US}$. Work done once per orbital is excluded, and an estimate from two dense FFTs and two projector passes per orbital puts it at 0.008 of an NC application for $n=18$, $N=16$. At $N=1$ the same estimate gives 0.09 ($n=18$) and 0.17 ($n=8$), so it is not negligible in the smallest cells.

Real symmetric $Q$ give $\rho_{ji}=\rho^*_{ij}$, hence $v_{ji}=v_{ij}^*$ and conjugate $D$. Only $N_o(N_o+1)/2$ pairs are then distinct, so the FFT, kernel and $Q$ work is multiplied by $(N_o+1)/2N_o$ in NC and in both pairwise routes alike, nearly one half for many orbitals, leaving the final accumulation whole. In the factorised route it halves term 1 but not the other terms, which are already summed over $i$, so its ratios would rise.

With k-points the pairs run over $(i\mathbf k,j\mathbf k')$ in a small cell, and the $N$ in $C_G$ is the number of atoms in that cell, provided the tables $R_q(\mathbf G+\mathbf k'-\mathbf k)$ are built once per $\mathbf k'-\mathbf k$ and not counted. For a primitive cell with $N<N_G$ the reciprocal route is then cheaper than NC for any mesh in the continuous-grid count, though not necessarily cheaper than the real-space route. Close to $N_G$ integer grids can reverse this, as at $N=1$ for $n=8$, $\eta=1$. The count $C_F$ was derived and tested for one k-point.

## Values computed for the example and the checks

```
toy N=2 No=2 NC: counted 2212280 flop, formula 2212280, errE 7e-16, errFD 8e-09
toy N=2 No=2 G: counted 15172392 flop, formula 15172392, errE 2e-13, errFD 2e-09
toy N=2 No=2 R: counted 25295176 flop, formula 25295176, errE 5e-08, errFD 1e-07
toy N=2 No=2 F: counted 9331344 flop, formula 9331344, errE 2e-13, errFD 2e-09
toy N=2: relative error of Ex with Q cut at the soft sphere 3.4e-04
toy N=3 No=3 NC: counted 4977630 flop, formula 4977630, errE 7e-16, errFD 2e-08
toy N=3 No=3 G: counted 48583296 flop, formula 48583296, errE 8e-13, errFD 5e-09
toy N=3 No=3 R: counted 61017822 flop, formula 61017822, errE 1e-07, errFD 1e-07
toy N=3 No=3 F: counted 16842834 flop, formula 16842834, errE 8e-13, errFD 5e-09
toy N=3: relative error of Ex with Q cut at the soft sphere 1.1e-03
toy sizes: n=4, Ns=4096, Nd=32768, Ms=2103, Md=17071, P(N=3)=16714
n=8: nq=36, independent functions 33, s=1416 flop
n=18: nq=171, independent functions 138, s=6966 flop
inputs: Omega_at=12.0 A^3, rc=1.2 A, E_US=400.0 eV, E_rho=4000.0 eV, E_NC=1200.0 eV
G soft 20.49, dense 32.40, NC 35.49 1/A
nu=3331, xi=5.196, delta=3.953, f=0.603, alpha=14.427, kappa=15.047
per atom: Nd=13165, N_NC=17306, Md=6893, P=7941; delta/xi=0.761
lattice counts: Md(N=16)=110483 vs 110295; P=7939
NC cost per pair (Mflop): N=1: 2.70, N=16: 54.23, N=128: 500.28
n=18 No/N=8 eta=1: A=2860.3 B=672.5 C=60.5 N_G=0.20 (scan 1) log10 N_R=74.07
  N=1: ratio to NC G 3.70 R 4.78 F 0.45; E_NC* G 2676 R 3132 F 743 eV
  N=16: ratio to NC G 45.15 R 3.96 F 0.24; E_NC* G 13019 R 2827 F 492 eV
  N=128: ratio to NC G 312.17 R 3.53 F 0.22; E_NC* G 45257 R 2651 F 466 eV
  N=16, nq->138: ratio G 36.56 R 3.34
  N=16 total Tflop: NC 0.89 G 40.1 R 3.52 F 0.21
  N=16 build of U / one NC application 3.73
  N=16 once-per-orbital work / NC application 0.008
n=18 No/N=8 eta=10: A=312.1 B=672.5 C=60.5 N_G=2.32 (scan 3) log10 N_R=2.99
  N=1: ratio to NC G 0.55 R 1.15 F 0.39; E_NC* G 838 R 1309 F 679 eV
  N=16: ratio to NC G 5.08 R 1.07 F 0.19; E_NC* G 3305 R 1253 F 428 eV
  N=128: ratio to NC G 34.22 R 1.03 F 0.18; E_NC* G 11119 R 1223 F 409 eV
  N=16, nq->138: ratio G 4.22 R 1.01
n=8 No/N=4 eta=1: A=625.1 B=674.2 C=60.5 N_G=1.09 (scan 1) log10 N_R=11.68
  N=1: ratio to NC G 0.94 R 1.60 F 0.41; E_NC* G 1155 R 1597 F 696 eV
  N=16: ratio to NC G 10.00 R 1.43 F 0.23; E_NC* G 5049 R 1496 F 481 eV
  N=128: ratio to NC G 68.35 R 1.34 F 0.21; E_NC* G 17239 R 1440 F 459 eV
  N=16, nq->33: ratio G 9.22 R 1.37
n=8 No/N=4 eta=10: A=88.6 B=674.2 C=60.5 N_G=9.12 (scan 9) log10 N_R=-3.28
  N=1: ratio to NC G 0.28 R 0.83 F 0.35; E_NC* G 550 R 1073 F 639 eV
  N=16: ratio to NC G 1.57 R 0.82 F 0.19; E_NC* G 1585 R 1059 F 424 eV
  N=128: ratio to NC G 9.84 R 0.81 F 0.18; E_NC* G 5055 R 1052 F 408 eV
  N=16, nq->33: ratio G 1.49 R 0.81
```
